Desorption energy from one first-order peak: where Redhead's 3.64 comes from

**Question**

I am analysing a thermal desorption run on an oxide-coated coupon from a plasma chamber. The water signal has a single peak at 500 K, and the coupon was heated at 5 K/s. I am told to assume first-order desorption with a prefactor of 10¹³ s⁻¹ and to get the desorption energy from Redhead's formula,

E = kT_p [ln(νT_p/β) − 3.64].

I tried to derive it by setting the derivative of the desorption rate to zero, but I end up with E both inside and outside an exponential and cannot isolate it. Where does 3.64 come from, if it is not a property of the surface? What energy do I get, and how many of its digits should I believe?

**Answer**

Your derivation is on the right track. The peak condition has no solution for E in elementary functions, and 3.64 is a fixed number put in place of a slowly varying logarithm.

**The peak condition**

Let θ be the coverage, as a fraction of the available sites. First-order desorption means that each adsorbed molecule leaves independently of the others:

−dθ/dt = νθ exp(−E/kT).

I take E and ν as constants, and assume that no molecule returns to the surface and that the detector follows the desorption rate without delay. The temperature rises linearly, T = T₀ + βt, from a T₀ at which desorption is negligible. Since dT = β dt, the rate per kelvin is

r = −dθ/dT = (ν/β) θ exp(−E/kT).

This differs from the rate per second by the constant factor β, so both peak at the same temperature. A positive quantity and its logarithm also peak together, and the logarithm is easier to differentiate:

ln r = ln(ν/β) + ln θ − E/kT,

d(ln r)/dT = (1/θ)(dθ/dT) + E/(kT²).

The rate equation gives (1/θ)(dθ/dT) = −(ν/β) exp(−E/kT). Therefore

d(ln r)/dT = E/(kT²) − (ν/β) exp(−E/kT).

The first term is the gain from faster desorption per molecule, and the second is the loss from having fewer molecules left. As T rises, the first falls steadily and the second grows steadily. The derivative therefore changes sign once, from positive to negative, and the curve has a single maximum. Coverage has cancelled, so in this model the peak temperature does not depend on the initial coverage.

Now define x = E/(kT_p), a pure number. Then E/(kT_p²) = x/T_p, and the peak condition becomes

x/T_p = (ν/β) exp(−x),

or, after multiplication by T_p exp(x),

x exp(x) = νT_p/β.

For x > 0 the left side increases with x, so one peak temperature gives one energy. The solution is x = W(νT_p/β), where W, the Lambert function, is the inverse of x exp(x).

**Where 3.64 enters**

Take the logarithm of the peak condition:

ln x + x = ln(νT_p/β),

x = ln(νT_p/β) − ln x.

Redhead's formula replaces ln x by 3.64. That is exact when x = exp(3.64) = 38.09. Writing x_R for the approximate value and subtracting the two expressions gives the error:

x_R − x = ln x − 3.64.

The formula gives too low an energy when x is below 38.09 and too high an energy when it is above. The value x = 38.09 needs νT_p/β = 38.09 exp(38.09) = 1.3 × 10¹⁸, far above your 10¹⁵. For ν/β between 10⁸ and 10¹³ K⁻¹ at 500 K, ln x runs only from 3.07 to 3.49, so 3.64 lies above this whole range and the formula gives a slightly low energy throughout it. The error stays modest because ln x changes slowly.

**The numbers**

With k = 8.61733 × 10⁻⁵ eV/K,

kT_p = 0.043087 eV,

νT_p/β = (10¹³ s⁻¹)(500 K)/(5 K/s) = 10¹⁵,

ln(10¹⁵) = 34.5388.

The units cancel inside the logarithm, as they must. Redhead's formula then gives

E = 0.043087 eV × (34.5388 − 3.64)
  = 0.043087 eV × 30.8988
  = 1.33 eV per molecule, or 128.5 kJ/mol.

To solve the peak condition itself, start from x = 30.8988 and repeatedly replace x by 34.5388 − ln x. The slope of this replacement is −1/x, so each round shrinks the error by a factor of about 31. It converges to x = 31.1015, for which ln x = 3.4373. Hence

E = 0.043087 eV × 31.1015 = 1.34 eV, or 129.3 kJ/mol.

So 1.33 eV is the correct result of Redhead's formula, and 1.34 eV is the solution of the model behind it. The difference follows from the error expression:

0.043087 eV × (3.4373 − 3.64) = −0.0087 eV,

which is −0.65 % of the exact-condition energy.

You can see the same difference in temperature. I integrated the rate equation numerically with the trapezoidal rule. The unrounded Redhead energy, 1.3313 eV, puts the peak at 496.8 K; the exact-condition energy, 1.3401 eV, puts it at 500.0 K.

The approximation is not equally good everywhere. With T_p held at 500 K, its error relative to the exact condition is −2.64 % for ν/β = 10⁸ K⁻¹ and −0.47 % for ν/β = 10¹³ K⁻¹. Your ratio is 2 × 10¹² K⁻¹.

**How much is left at the peak?**

The peak does not mark the point at which the surface is empty. Integrating the rate equation up to T_p gives

ln(θ₀/θ_p) = (ν/β) ∫ exp(−E/kT) dT,

where θ₀ is the initial coverage and θ_p the coverage at the peak. Substitute u = E/kT, so that dT = −(E/k) du/u². Because desorption at T₀ is negligible, the lower temperature limit may be moved to zero, which is u = ∞:

∫ exp(−E/kT) dT = (E/k) ∫ₓ^∞ exp(−u)/u² du.

One integration by parts gives exp(−x)/x² − 2∫ₓ^∞ exp(−u)/u³ du. To leading order the remaining integral is exp(−x)/x³, so for large x

∫ₓ^∞ exp(−u)/u² du ≈ [exp(−x)/x²](1 − 2/x).

With E/k = xT_p,

ln(θ₀/θ_p) ≈ (νT_p/β)[exp(−x)/x](1 − 2/x).

By the peak condition, the factor before the last bracket is 1. Thus

θ_p/θ₀ ≈ exp(−1 + 2/x) = 0.392.

The numerical curve gives 0.390: about 39 % of the molecules are still adsorbed at the peak. The same curve has a full width at half maximum of 37.7 K. A much broader measured peak would be a reason to doubt a single first-order process with one energy.

**How many digits to believe**

The prefactor matters more than the constant 3.64. Differentiating x + ln x = ln(νT_p/β) gives

dx/d(ln ν) = 1/(1 + 1/x) = x/(1 + x),

which is close to 1 here. Each decade in ν therefore changes E by nearly kT_p ln 10, or about 0.1 eV. With the peak fixed at 500 K, the exact condition gives 1.15 eV for ν = 10¹¹ s⁻¹ and 1.53 eV for ν = 10¹⁵ s⁻¹. By comparison, reading the peak 5 K too high raises the Redhead energy by only 0.014 eV.

You can avoid assuming ν by repeating the run at several heating rates. Put x = E/(kT_p) into x exp(x) = νT_p/β and rearrange:

T_p²/β = [E/(νk)] exp(E/kT_p),

ln(T_p²/β) = E/(kT_p) + ln[E/(νk)].

A plot of ln(T_p²/β) against 1/T_p then has slope E/k, and its intercept gives ν. This reading of the intercept assumes first-order desorption, and the straight line assumes constant E and ν. The heating rates should span a wide range, because T_p changes slowly with β. The fastest run must still be slow enough for the pumping delay, discussed below, to be negligible, or the delay must be corrected for. In kelvin the delay grows with β, so it shifts the fast runs most and makes the fitted E and ν too low. The fit is far more sensitive to this delay than a single peak is: with the pumping time of 0.5 s used below and runs at 0.5, 1, 2 and 5 K/s, a surface with E = 1.34 eV and ν = 10¹³ s⁻¹ would be fitted as 1.26 eV and about 10¹² s⁻¹.

**If two hydroxyls must recombine**

Water leaving an oxide may first have to form from two surface hydroxyls. Let θ now be the hydroxyl coverage, with

−dθ/dt = νθ² exp(−E/kT).

The logarithm of the rate contains 2 ln θ instead of ln θ, and (1/θ)(dθ/dT) = −(ν/β)θ exp(−E/kT). Setting the derivative to zero gives

x exp(x) = 2θ_p νT_p/β.

To find θ_p, integrate the rate equation and use the integral above:

1/θ_p − 1/θ₀ ≈ (νT_p/β)[exp(−x)/x](1 − 2/x)
            = [1/(2θ_p)](1 − 2/x).

The last step uses the new peak condition. Collecting the terms in 1/θ_p gives

1/θ₀ ≈ (1/θ_p)(1/2 + 1/x),

θ_p ≈ θ₀(1/2 + 1/x).

The condition is then x exp(x) ≈ θ₀(1 + 2/x)νT_p/β. For θ₀ = 1 this nearly coincides with the first-order result, but for a dilute layer it does not. Keeping T_p = 500 K and ν = 10¹³ s⁻¹, I adjusted E until the numerically integrated second-order curve peaked at 500 K. This gives 1.34 eV for θ₀ = 1 and 1.25 eV for θ₀ = 0.1.

A second run with a different initial coverage is therefore useful. If E is held at the value for θ₀ = 1, the second-order peak moves from 500 K to 537 K when θ₀ is reduced to 0.1. A first-order peak with constant E and no readsorption would stay in place.

A shift does not by itself prove recombination, however. Repulsion between adsorbed molecules also moves the peak up as coverage falls. Take first-order desorption with E(θ) = E₀ − wθ, where E₀ = 1.34 eV and w = 0.05 eV. Numerical integration from θ = 1 puts the peak at 486 K, whereas a very dilute layer would peak at 500 K. Applying the constant-energy peak condition at 486 K would give 1.30 eV, below the true zero-coverage energy.

**Pumping and readsorption**

A mass spectrometer sees gas in the chamber, not the desorption rate itself. For a chamber of volume V and pumping speed S, gas that does not stick to the unheated walls is removed with time constant τ = V/S. Round values of 50 L and 100 L/s give τ = 0.5 s. When τ is short compared with the time taken to cross the peak, the pressure follows the desorption rate with a delay of about τ, or βτ = 2.5 K. Solving the surface and gas balances numerically gives a lag of 2.3 K. At the sensitivity found above, 0.014 eV per 5 K, this raises the inferred energy by about 0.006 eV. Water can also stick to the unheated walls and leave them later, which can delay and broaden the signal further; this estimate does not include that.

Molecules may also return to the surface. Suppose each impact sticks with probability s, independent of coverage. With mean molecular speed v and surface area A, the ratio of return to pumping is

R = sA(v/4)/S.

If the gas adjusts quickly, desorption balances return plus pumping. The fraction of desorbed molecules that is pumped away is then 1/(1 + R), so ν in the peak condition is replaced by ν/(1 + R).

For water vapour at 300 K, v = 594 m/s, and v/4 corresponds to 14.84 L/s per cm². Taking s = 1 as an upper estimate, a 1 cm² coupon has R = 14.84/100 = 0.148. In this fast-gas limit the energy inferred from a 500 K peak falls by about 0.006 eV. If instead 1 m² of wall were heated, R would be 1484 with the same 300 K speed, and somewhat larger for gas at the wall temperature; the correction would be about −0.3 eV. The coupon analysis should not be carried over to a whole wall without treating readsorption.

**Comparison with a real oxide**

A single peak at 500 K does not by itself show how the water was bound to the oxide. A heating rate of 5 K/s suits a small coupon; a full chamber wall would heat far more slowly. The prefactor of 10¹³ s⁻¹ is a conventional round assumption, not something your single peak has measured. A real oxide may break the assumption of first-order kinetics: in the dilute second-order case above, that lowers the energy by about 0.09 eV. Real surfaces can also have a spread of binding energies, and porous films can delay the escape of water. I have not estimated either effect here.

For your exercise, report 1.33 eV and state that it comes from Redhead's formula with an assumed ν = 10¹³ s⁻¹. For the actual coupon, an unknown prefactor already makes the first decimal uncertain. The result is also an activation energy for desorption. It equals the binding energy only if adsorption has no barrier of its own; for recombining hydroxyls, it describes the recombination and release process as a whole.

Numerical values quoted here were computed with a short program.
